**Phase and period of specular intensity oscillations in layer-by-layer growth**

The program computes the specular reflectivity R of a semi-infinite model crystal as a function of the coverage of its growing layer, using the laterally averaged potential; k is the normal wave number in vacuum, r the reflection amplitude, d the layer spacing and eta the absorptive fraction. It asserts that direct integration through slabs of about 100 layers agrees with the semi-infinite solution, and that R repeats when one layer is added. It asserts that a potential weakened a thousandfold follows the single-scattering law, with its maximum at the completed layer. Finite differences are compared with the derived slope of R at the start of a layer, with and without absorption. An energy scan without absorption asserts that this slope is positive between the upper gap edge and the vacuum Bragg energy, and negative just above that energy. The output shows a completed layer that is a maximum at 2.6 degrees, a minimum at 3.3 degrees, and preceded by an early maximum at coverage 0.890 at 4.0 degrees. When the real mean potential is removed at 3.3 degrees, the initial slope becomes negative, which is asserted, and the printed maximum returns to the completed layer.

## Verification by program

```python
# Result under test: the specular electron reflectivity R(coverage) of a crystal
# growing layer by layer has a period of one layer at every incidence angle, but
# its maximum need not lie at a completed layer once multiple scattering acts.
# Model: one-dimensional motion along the surface normal, laterally averaged
# potential -w(z)*(1+i*eta) per full layer, multiplied by the coverage in the
# growing layer. Each layer sits at the centre of a cell of thickness D.
# E is the normal energy in vacuum, k the normal wave number, r the amplitude
# reflected by completed layers, referred to the upper boundary of the top cell.
# Lengths are in angstrom and energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

C = const.hbar**2 / (2 * const.m_e * const.e) * 1e20   # hbar^2/(2m)
REST = const.m_e * const.c**2 / const.e
BEAM = 10000.0
D = 2.0
WIDTH = 1.0
MEAN = 10.0
ETA = 0.1
SLICES = 800


def normal_energy(angle):
    return BEAM * (1 + BEAM / (2 * REST)) * np.sin(np.radians(angle))**2


def glancing_angle(energy):
    return np.degrees(np.arcsin(np.sqrt(energy / normal_energy(90.0))))


def well(z):
    """Depth of one full layer at distance z from its centre."""
    if abs(z) >= WIDTH / 2:
        return 0.0
    return 2 * MEAN * D / WIDTH * np.cos(np.pi * z / WIDTH)**2


def cell_matrix(E, cover, strength=1.0, eta=ETA, remove_mean=False):
    """Carry (psi, psi') upward through one cell."""
    E, cover = np.broadcast_arrays(np.asarray(E, float), np.asarray(cover, float))
    h = D / SLICES
    a = np.ones(E.shape, complex)
    b = np.zeros(E.shape, complex)
    c = np.zeros(E.shape, complex)
    d = np.ones(E.shape, complex)
    for j in range(SLICES):
        depth = well((j + 0.5) * h - D / 2) * (1 + 1j * eta)
        if remove_mean:
            depth = depth - MEAN
        q = np.sqrt((E + cover * strength * depth) / C + 0j)
        co, si = np.cos(q * h), np.sin(q * h)
        a, c = co * a + si / q * c, -q * si * a + co * c
        b, d = co * b + si / q * d, -q * si * b + co * d
    return a, b, c, d


def bulk_log_derivative(E, **options):
    """psi'/psi of the Bloch wave that decays or travels into the crystal."""
    a, b, c, d = cell_matrix(E, 1.0, **options)
    root = np.sqrt(c / b)
    size = np.abs(a + b * root)
    travelling = np.where(root.imag < 0, root, -root)
    return np.where(size > 1 + 1e-9, root,
                    np.where(size < 1 - 1e-9, -root, travelling))


def amplitude(E, log_derivative):
    ik = 1j * np.sqrt(E / C)
    return (ik + log_derivative) / (ik - log_derivative)


def reflectivity(E, cover, **options):
    L = bulk_log_derivative(E, **options)
    a, b, c, d = cell_matrix(E, cover, **options)
    return np.abs(amplitude(E, (c + d * L) / (a + b * L)))**2


def slope(E, cover, **options):
    """Derivative within one growing layer, by continuing its coverage law."""
    h = 1e-4
    return (reflectivity(E, cover + h, **options)
            - reflectivity(E, cover - h, **options)) / (2 * h)


def response_slope(E, eta):
    """Slope at the start of a layer from the distorted-wave integral."""
    k = np.sqrt(E / C)
    r = amplitude(E, bulk_log_derivative(E, eta=eta))
    w0 = quad(well, -WIDTH / 2, WIDTH / 2)[0]
    w2k = quad(lambda z: well(z) * np.cos(2 * k * z), -WIDTH / 2, WIDTH / 2)[0]
    bracket = w2k * (np.exp(-1j * k * D) + r**2 * np.exp(1j * k * D)) + 2 * r * w0
    change = 1j / (2 * C * k) * (1 + 1j * eta) * bracket
    return 2 * np.real(np.conj(r) * change), r, w2k


def slab_reflectivity(E, layers, cover):
    """Direct integration through a finite slab with vacuum on both sides."""
    k = np.sqrt(E / C)

    def equation(z, y):
        part = cover if z > layers * D else 1.0
        depth = part * well(z % D - D / 2) * (1 + 1j * ETA)
        return [y[1], -(E + depth) / C * y[0]]

    run = solve_ivp(equation, (0, (layers + 1) * D), [1 + 0j, -1j * k],
                    method="DOP853", rtol=1e-9, atol=1e-11, max_step=0.25)
    assert run.success
    psi, dpsi = run.y[:, -1]
    return abs(amplitude(E, dpsi / psi))**2


USUAL, INVERTED, EARLY = 2.6, 3.3, 4.0
CASES = (USUAL, INVERTED, EARLY)
theta = np.arange(1000) / 1000

print(f"beam energy: {BEAM:.0f} eV; layer spacing: {D:.1f} angstrom")
print(f"layer width: {WIDTH:.1f} angstrom; mean depth: {MEAN:.1f} eV")
print(f"largest depth: {well(0):.1f} eV; absorptive fraction: {ETA:.2f}")

# Finite slabs test the Bloch-wave solution and the period of one layer.
worst_slab = worst_period = 0.0
for angle in CASES:
    E = normal_energy(angle)
    first = slab_reflectivity(E, 100, 0.3)
    later = slab_reflectivity(E, 101, 0.3)
    other = slab_reflectivity(E, 100, 0.8)
    worst_period = max(worst_period, abs(first - later))
    worst_slab = max(worst_slab, abs(first - reflectivity(E, 0.3)),
                     abs(other - reflectivity(E, 0.8)))
    print(f"{angle:.1f} deg, R at 100.3 and 101.3 layers: {first:.6f}, {later:.6f}")
assert worst_period < 1e-5
assert worst_slab < 3e-5   # slicing and integration errors
print(f"largest slab minus Bloch difference in R: {worst_slab:.1e}")

# A potential reduced a thousandfold must follow the single-scattering law.
worst_weak = 0.0
for angle in (USUAL, INVERTED, EARLY, 4.4):
    E = normal_energy(angle)
    weak = reflectivity(E, theta, strength=1e-3, eta=0.0)
    law = 1 - 4 * theta * (1 - theta) * np.sin(np.sqrt(E / C) * D)**2
    worst_weak = max(worst_weak, np.max(np.abs(weak / weak[0] - law)))
    assert np.argmax(weak) == 0
assert worst_weak < 0.01   # remaining refraction of the weak potential
print(f"largest weak-potential deviation from kinematic law: {worst_weak:.1e}")

# Finite differences test the response integral and the real-r sign formula.
for angle in CASES:
    E = normal_energy(angle)
    k = np.sqrt(E / C)
    for eta in (0.0, ETA):
        predicted, r, w2k = response_slope(E, eta)
        direct = slope(E, 0.0, eta=eta)
        assert abs(predicted - direct) < 5e-5
        print(f"{angle:.1f} deg, eta {eta:.1f}: slope0+ direct {direct:+.5f},"
              f" formula {predicted:+.5f}")
        if eta == 0.0:
            assert abs(r.imag) < 1e-7
            real_form = w2k * r.real * (1 - r.real**2) * np.sin(k * D) / (C * k)
            assert abs(real_form - direct) < 5e-5
            print(f"  r {r.real:+.4f}, sin(kd) {np.sin(k * D):+.4f},"
                  f" W(2k) {w2k:.3f} eV angstrom")

# Without absorption, locate the second-order gap and test the signs above it.
bragg = C * (2 * np.pi / D)**2
energies = np.arange(20.0, 45.0, 0.1)
gap = np.abs(cell_matrix(energies, 1.0, eta=0.0)[0].real) > 1
edge = np.max(energies[gap & (energies < bragg)])
slopes = slope(energies, 0.0, eta=0.0)
inside = (energies > edge + 0.05) & (energies < bragg - 0.05)
above = energies > bragg + 0.05
assert inside.sum() > 5 and np.all(slopes[inside] > 0)
assert above.sum() > 5 and np.all(slopes[above] < 0)
print(f"upper gap edge (0.1 eV grid): {edge:.1f} eV,"
      f" angle {glancing_angle(edge):.2f} deg")
print(f"vacuum Bragg energy: {bragg:.2f} eV, angle {glancing_angle(bragg):.2f} deg")

# Absorbing crystal: full oscillation at several angles.
print("angle(deg) E(eV) R(0) slope0+ slope1- cover_max cover_min harmonic_phase")
curves, starts, ends = {}, {}, {}
for angle in (USUAL, 3.0, 3.2, INVERTED, 3.4, 3.6, EARLY, 4.4):
    E = normal_energy(angle)
    R = reflectivity(E, theta)
    curves[angle] = R
    starts[angle], ends[angle] = slope(E, 0.0), slope(E, 1.0)
    phase = np.angle(np.mean(R * np.exp(2j * np.pi * theta))) / (2 * np.pi)
    print(f"{angle:.1f} {E:.2f} {R[0]:.5f} {starts[angle]:+.4f}"
          f" {ends[angle]:+.4f} {theta[R.argmax()]:.3f}"
          f" {theta[R.argmin()]:.3f} {phase:+.3f}")
print("harmonic_phase: position of first-harmonic maximum, in layers")

# Completed layer a maximum, a minimum, and passed while the intensity falls.
assert starts[USUAL] < 0 < ends[USUAL] and curves[USUAL].argmax() == 0
assert ends[INVERTED] < 0 < starts[INVERTED]
assert curves[INVERTED].argmin() == 0
assert starts[EARLY] < 0 and ends[EARLY] < 0
assert 0.5 < theta[curves[EARLY].argmax()] < 0.98
for angle in CASES:
    R = curves[angle]
    print(f"{angle:.1f} deg: R max {R.max():.5f}, min {R.min():.5f},"
          f" max / completed {R.max() / R[0]:.4f}")

# The same angles without absorption.
for angle in CASES:
    R = reflectivity(normal_energy(angle), theta, eta=0.0)
    print(f"{angle:.1f} deg, eta 0: cover_max {theta[R.argmax()]:.3f},"
          f" cover_min {theta[R.argmin()]:.3f}")

# Control: remove only the real mean potential, keep corrugation and absorption.
E = normal_energy(INVERTED)
control = reflectivity(E, theta, remove_mean=True)
control_slope = slope(E, 0.0, remove_mean=True)
assert control_slope < 0
print(f"{INVERTED:.1f} deg, no real mean: slope0+ {control_slope:+.4f},"
      f" cover_max {theta[control.argmax()]:.3f}")
print("all good")
```

Running it gives:

```
beam energy: 10000 eV; layer spacing: 2.0 angstrom
layer width: 1.0 angstrom; mean depth: 10.0 eV
largest depth: 40.0 eV; absorptive fraction: 0.10
2.6 deg, R at 100.3 and 101.3 layers: 0.009452, 0.009452
3.3 deg, R at 100.3 and 101.3 layers: 0.153852, 0.153852
4.0 deg, R at 100.3 and 101.3 layers: 0.001283, 0.001283
largest slab minus Bloch difference in R: 6.5e-06
largest weak-potential deviation from kinematic law: 4.5e-04
2.6 deg, eta 0.0: slope0+ direct -0.38919, formula -0.38919
  r +0.2707, sin(kd) -0.9991, W(2k) 13.814 eV angstrom
2.6 deg, eta 0.1: slope0+ direct -0.42506, formula -0.42507
3.3 deg, eta 0.0: slope0+ direct +0.10547, formula +0.10548
  r -0.3622, sin(kd) -0.3487, W(2k) 10.853 eV angstrom
3.3 deg, eta 0.1: slope0+ direct +0.14395, formula +0.14395
4.0 deg, eta 0.0: slope0+ direct -0.02685, formula -0.02686
  r -0.0597, sin(kd) +0.7828, W(2k) 7.892 eV angstrom
4.0 deg, eta 0.1: slope0+ direct -0.02558, formula -0.02558
upper gap edge (0.1 eV grid): 32.0 eV, angle 3.23 deg
vacuum Bragg energy: 37.60 eV, angle 3.50 deg
angle(deg) E(eV) R(0) slope0+ slope1- cover_max cover_min harmonic_phase
2.6 20.78 0.07365 -0.4251 +0.1107 0.000 0.351 -0.096
3.0 27.66 0.60107 -0.3278 -0.0036 0.983 0.248 -0.180
3.2 31.47 0.50726 +0.1928 -0.1546 0.471 0.000 +0.482
3.3 33.46 0.12558 +0.1439 -0.1000 0.456 0.000 +0.473
3.4 35.52 0.04588 +0.0545 -0.0514 0.485 0.000 +0.492
3.6 39.81 0.01347 -0.0070 -0.0177 0.601 0.051 -0.411
4.0 49.14 0.00361 -0.0256 -0.0019 0.890 0.232 -0.204
4.4 59.43 0.00234 -0.0209 +0.0011 0.000 0.270 -0.161
harmonic_phase: position of first-harmonic maximum, in layers
2.6 deg: R max 0.07365, min 0.00846, max / completed 1.0000
3.3 deg: R max 0.15730, min 0.12558, max / completed 1.2526
4.0 deg: R max 0.00372, min 0.00116, max / completed 1.0300
2.6 deg, eta 0: cover_max 0.000, cover_min 0.364
3.3 deg, eta 0: cover_max 0.461, cover_min 0.000
4.0 deg, eta 0: cover_max 0.901, cover_min 0.241
3.3 deg, no real mean: slope0+ -0.2024, cover_max 0.000
all good
```
